# Zero-force and scaling conditions for electron-photon exchange-correlation functionals

Before an approximate electron-photon functional goes into a Kohn-Sham code, one has to decide whether its potential can be trusted to move electrons and whether its dependence on cavity parameters is consistent. Two conditions help with that decision. The exchange-correlation (xc) potential must exert no net force on the electron density. The xc energy must also scale by \(\gamma^2\) when the density is compressed by \(\gamma\), the photon frequency and the coupling are multiplied by \(\gamma^2\), and the Coulomb strength is multiplied by \(\gamma\). The last requirement cannot be dropped for interacting electrons.

## Hamiltonian and functional

Atomic units are used in the algebra. For \(N\) electrons and \(M\) cavity modes, in the dipole approximation and the length gauge,

\[
H=T+sW+\sum_i v(\mathbf r_i)+\sum_\alpha\left[\tfrac12p_\alpha^2+\tfrac12(\omega_\alpha q_\alpha-\boldsymbol\lambda_\alpha\cdot\mathbf R)^2+f_\alpha\omega_\alpha q_\alpha\right].
\]

Here \(T\) is the electronic kinetic energy, \(W=\sum_{i<j}|\mathbf r_i-\mathbf r_j|^{-1}\), and \(s\) is the Coulomb strength, physically 1. The total position is \(\mathbf R=\sum_i\mathbf r_i\); the sign of the electron charge is absorbed in \(\boldsymbol\lambda_\alpha\). The square contains the dipole self-energy. The number \(f_\alpha\) is a static drive of the mode.

Let \(n\) be the density, \(\mathbf D=\int\mathbf r\,n\,d^3r=\langle\mathbf R\rangle\), and \(Q_\alpha=\langle q_\alpha\rangle\). The universal functional \(F[n,Q]\) is the infimum of \(\langle H\rangle\), without the \(v\) and \(f_\alpha\) terms, over normalized states that are antisymmetric in the electrons and give \(n\) and \(Q\). The ground-state energy follows by minimizing \(F+\int vn+\sum_\alpha f_\alpha\omega_\alpha Q_\alpha\).

The dependence on \(Q\) can be found explicitly. Write \(q_\alpha=Q_\alpha+\delta q_\alpha\) and \(\mathbf R=\mathbf D+\delta\mathbf R\). Both fluctuations have zero mean, so the cross term in the square vanishes:

\[
\tfrac12\langle(\omega_\alpha q_\alpha-\boldsymbol\lambda_\alpha\cdot\mathbf R)^2\rangle
=\tfrac12(\omega_\alpha Q_\alpha-\boldsymbol\lambda_\alpha\cdot\mathbf D)^2
+\tfrac12\langle(\omega_\alpha\delta q_\alpha-\boldsymbol\lambda_\alpha\cdot\delta\mathbf R)^2\rangle .
\]

Displacing the photon coordinates by \(Q_\alpha\) leaves \(p_\alpha\) unchanged and turns \(\delta q_\alpha\) into a coordinate \(q_\alpha\) of zero mean. Therefore

\[
F[n,Q]=\tfrac12\sum_\alpha(\omega_\alpha Q_\alpha-\boldsymbol\lambda_\alpha\cdot\mathbf D)^2+G[n],
\]
\[
G[n]=\inf_{\Phi\to n,\ \langle q\rangle=0}\Big\langle T+sW+\tfrac12\sum_\alpha\big[p_\alpha^2+(\omega_\alpha q_\alpha-\boldsymbol\lambda_\alpha\cdot\delta\mathbf R)^2\big]\Big\rangle .
\]

With the non-interacting kinetic energy \(T_s\) and the Hartree energy \(E_H=\frac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|\), the xc energy is

\[
E_{xc}[n]=G[n]-T_s[n]-sE_H[n]-\tfrac12\sum_\alpha\omega_\alpha .
\]

It does not depend on \(Q\), so in this static theory the photon displacement has no xc correction of its own. The electron-photon part is the difference at one and the same density,

\[
E_{ep}[n]=E_{xc}(s,\lambda,\omega)[n]-E_{xc}(s,0,\omega)[n].
\]

I assume that \(n\) decays at infinity, that a non-interacting system with this density exists, and that the functional derivatives exist up to an additive constant.

## Zero force from translation

Move the density by \(\mathbf a\): \(n_{\mathbf a}(\mathbf r)=n(\mathbf r-\mathbf a)\). Each trial state \(\Phi\) for \(n\) gives a trial state \(\Phi(\mathbf r_i-\mathbf a,q)\) for \(n_{\mathbf a}\). In the shifted state both \(\mathbf R\) and \(\mathbf D\) grow by \(N\mathbf a\), so \(\delta\mathbf R\) is unaffected. The kinetic and Coulomb energies depend on derivatives and differences of positions and do not change either. The map between trial states is one-to-one, hence \(G[n_{\mathbf a}]=G[n]\). Since \(T_s\) and \(E_H\) are also invariant, \(E_{xc}[n_{\mathbf a}]=E_{xc}[n]\).

To first order, \(n_{\mathbf a}-n=-\mathbf a\cdot\nabla n\). This change integrates to zero, so a constant in \(v_{xc}=\delta E_{xc}/\delta n\) is harmless. Integration by parts, with a vanishing surface term, gives

\[
0=-\int v_{xc}\,\mathbf a\cdot\nabla n\,d^3r=\mathbf a\cdot\int n\nabla v_{xc}\,d^3r .
\]

As \(\mathbf a\) is arbitrary,

\[
\boxed{\int n\,\nabla v_{xc}\,d^3r=0.}
\]

The argument holds at \(\lambda=0\) too. Subtracting the two statements gives \(\int n\nabla v_{ep}\,d^3r=0\) for \(v_{ep}=\delta E_{ep}/\delta n\).

The balance of forces shows where the cavity force has gone. In the ground state the mean rate of change of total momentum vanishes. Differentiating the square with respect to every electron position produces \(-N\boldsymbol\lambda_\alpha(\omega_\alpha q_\alpha-\boldsymbol\lambda_\alpha\cdot\mathbf R)\), while the Coulomb forces cancel in pairs, so

\[
\int n\nabla v\,d^3r=N\sum_\alpha\boldsymbol\lambda_\alpha(\omega_\alpha Q_\alpha-\boldsymbol\lambda_\alpha\cdot\mathbf D).
\]

Minimization over \(Q_\alpha\) gives \(\omega_\alpha(\omega_\alpha Q_\alpha-\boldsymbol\lambda_\alpha\cdot\mathbf D)+f_\alpha\omega_\alpha=0\), so the bracket equals \(-f_\alpha\). The Kohn-Sham potential is \(v_s=v+sv_H+v_M+v_{xc}\), where \(v_H=\delta E_H/\delta n\) and the mean-field photon potential is

\[
v_M(\mathbf r)=-\sum_\alpha(\omega_\alpha Q_\alpha-\boldsymbol\lambda_\alpha\cdot\mathbf D)\,\boldsymbol\lambda_\alpha\cdot\mathbf r=\sum_\alpha f_\alpha\,\boldsymbol\lambda_\alpha\cdot\mathbf r .
\]

Thus \(\int n\nabla v=-N\sum_\alpha f_\alpha\boldsymbol\lambda_\alpha\) and \(\int n\nabla v_M=+N\sum_\alpha f_\alpha\boldsymbol\lambda_\alpha\). The cavity can exert a net force, but the mean field carries all of it. The Hartree force is zero, and so is the total force in the Kohn-Sham ground state, which leaves zero for xc.

In an adiabatic time propagation the ground-state functional is evaluated at the instantaneous density, and the Kohn-Sham momentum obeys \(d\mathbf P_s/dt=-\int n\nabla v_s\). A functional that violates the condition then accelerates the electrons by a force with no physical source.

The torque is different, because \(\boldsymbol\lambda_\alpha\) marks directions in space. Rotating the density by a small angle \(\boldsymbol\theta\) changes the energy by \(\boldsymbol\theta\cdot\int n\,\mathbf r\times\nabla v_{xc}\). The same change results from keeping the density and rotating each \(\boldsymbol\lambda_\alpha\) backwards, \(\delta\boldsymbol\lambda_\alpha=-\boldsymbol\theta\times\boldsymbol\lambda_\alpha\). Hence

\[
\int n\,\mathbf r\times\nabla v_{xc}\,d^3r=-\sum_\alpha\boldsymbol\lambda_\alpha\times\frac{\partial E_{xc}}{\partial\boldsymbol\lambda_\alpha},
\]

which need not vanish. A zero-torque constraint should not be imposed on the electron-photon part.

## Coordinate scaling

Let \(n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)\) with \(\gamma>0\). For a trial state \(\Phi\) of \(G[n]\), define

\[
\Phi_\gamma(\mathbf r_i,q_\alpha)=\gamma^{(3N+M)/2}\,\Phi(\gamma\mathbf r_i,\gamma q_\alpha).
\]

It is normalized, has density \(n_\gamma\), and keeps \(\langle q_\alpha\rangle=0\). Changing variables to \(\mathbf r'=\gamma\mathbf r\) and \(q'=\gamma q\) shows how each term behaves. Two derivatives give \(\langle T\rangle\to\gamma^2\langle T\rangle\) and \(\langle p_\alpha^2\rangle\to\gamma^2\langle p_\alpha^2\rangle\); one inverse distance gives \(\langle W\rangle\to\gamma\langle W\rangle\). With new parameters \(\tilde\omega,\tilde\lambda\), the square becomes

\[
(\tilde\omega_\alpha q_\alpha-\tilde{\boldsymbol\lambda}_\alpha\cdot\delta\mathbf R)^2
=\gamma^{-2}(\tilde\omega_\alpha q'_\alpha-\tilde{\boldsymbol\lambda}_\alpha\cdot\delta\mathbf R')^2 .
\]

It equals \(\gamma^2\) times the old square if \(\tilde\omega_\alpha=\gamma^2\omega_\alpha\) and \(\tilde{\boldsymbol\lambda}_\alpha=\gamma^2\boldsymbol\lambda_\alpha\). The Coulomb term acquires the same factor if \(\tilde s=\gamma s\). The photon coordinate had to be scaled like a length because \(p_\alpha^2\) must grow at the same rate as \(T\).

Every expectation value is now multiplied by \(\gamma^2\), and the map is invertible, so the infimum is multiplied by \(\gamma^2\). The subtracted terms follow: \(T_s[n_\gamma]=\gamma^2T_s[n]\), \((\gamma s)E_H[n_\gamma]=\gamma^2sE_H[n]\), and the zero-point energy is linear in \(\omega_\alpha\). Therefore

\[
\boxed{E_{xc}(\gamma s,\gamma^2\lambda,\gamma^2\omega)[n_\gamma]=\gamma^2E_{xc}(s,\lambda,\omega)[n],}
\]

and \(E_{ep}\) obeys the same relation.

For the potential, vary \(n\) by \(\delta n\), so that \(\delta n_\gamma(\mathbf r)=\gamma^3\delta n(\gamma\mathbf r)\). Substituting \(\mathbf r'=\gamma\mathbf r\) in \(\int v_{xc}[n_\gamma]\delta n_\gamma\) and comparing with \(\gamma^2\int v_{xc}[n]\delta n\) yields, up to a constant,

\[
v_{xc}(\gamma s,\gamma^2\lambda,\gamma^2\omega)[n_\gamma](\mathbf r)=\gamma^2\,v_{xc}(s,\lambda,\omega)[n](\gamma\mathbf r).
\]

The full problem maps in the same way with \(v(\mathbf r)\to\gamma^2v(\gamma\mathbf r)\), \(Q_\alpha\to Q_\alpha/\gamma\) and \(f_\alpha\to\gamma f_\alpha\).

**Fixed Coulomb strength.** Putting \(s/\gamma\) in place of \(s\) gives

\[
E_{ep}(s,\gamma^2\lambda,\gamma^2\omega)[n_\gamma]=\gamma^2E_{ep}(s/\gamma,\lambda,\omega)[n].
\]

At the physical value \(s=1\) and for \(\gamma>1\), the right-hand side belongs to electrons with weaker repulsion. If \(E_{ep}\) is continuous at \(s=0\), the limit \(\gamma\to\infty\) of the left-hand side divided by \(\gamma^2\) is the electron-photon energy of electrons without Coulomb repulsion. For one electron \(W=0\), \(E_{ep}\) has no dependence on \(s\), and scaling \(\lambda\) and \(\omega\) is sufficient.

**Other coupling conventions.** In number-state form \(q=(a+a^\dagger)/\sqrt{2\omega}\), so the bilinear coupling has strength \(g=\lambda\sqrt{\omega/2}\), which scales as \(\gamma^2\cdot\gamma=\gamma^3\). Since \(\lambda^2\) is inversely proportional to the mode volume, that volume scales as \(\gamma^{-4}\). Shrinking all cavity lengths by \(\gamma\) would instead give a volume factor \(\gamma^{-3}\) and \(\omega\to\gamma\omega\). The relation compares parameter sets of a functional; it does not describe a cavity made smaller.

## Two simple forms for one electron

Take one electron and one mode. A trial state made of \(\sqrt n\) times the oscillator ground state has no cross term between \(q\) and \(\delta\mathbf r\). Its energy is \(T_s+\omega/2\) plus

\[
E_{var}[n]=\tfrac12\left[\int(\boldsymbol\lambda\cdot\mathbf r)^2n\,d^3r-(\boldsymbol\lambda\cdot\mathbf D)^2\right],
\]

so \(E_{ep}\le E_{var}\). The potential is \(\frac12(\boldsymbol\lambda\cdot\mathbf r)^2-(\boldsymbol\lambda\cdot\mathbf D)(\boldsymbol\lambda\cdot\mathbf r)\). Its net force integral is \(\boldsymbol\lambda(\boldsymbol\lambda\cdot\mathbf D)-\boldsymbol\lambda(\boldsymbol\lambda\cdot\mathbf D)=0\). If the second term is omitted, leaving the bare self-energy \(\frac12\int(\boldsymbol\lambda\cdot\mathbf r)^2n\), the integral is \(\boldsymbol\lambda(\boldsymbol\lambda\cdot\mathbf D)\), which depends on the choice of origin. Both forms scale correctly, as \(\gamma^4\gamma^{-2}=\gamma^2\), so the scaling test alone does not find the fault.

A second trial state lets the oscillator follow the electron: \(\sqrt{n(\mathbf r)}\,\chi_0(q-\boldsymbol\lambda\cdot\delta\mathbf r/\omega)\), with \(\chi_0\) the oscillator ground state. The photon energy is then \(\omega/2\) at each \(\mathbf r\). The electronic gradient also acts on \(\chi_0\), which adds \((\lambda^2/2\omega^2)\int|\chi_0'|^2dq=(\lambda^2/2\omega^2)(\omega/2)\); the mixed term contains \(\int\chi_0\chi_0'dq=0\). Thus

\[
E_{ep}\le\lambda^2/(4\omega).
\]

There is also a lower bound. At fixed \(\mathbf r\) the photon operator is a displaced oscillator, with energy at least \(\omega/2\). The Cauchy-Schwarz inequality applied to \(\nabla n=2\,\mathrm{Re}\int\Phi^*\nabla\Phi\,dq\) gives \(\int|\nabla\Phi|^2dq\ge|\nabla\sqrt n|^2\), so the kinetic energy is at least \(T_s\). Hence \(E_{ep}\ge0\), and \(E_{ep}\to0\) when \(\omega\to\infty\) at fixed \(\lambda\). The variance form contains no \(\omega\) and misses this limit although it passes both tests. The conditions are necessary, not sufficient.

## Numbers for a driven mode

The example is one-dimensional, so \(n_\gamma(x)=\gamma n(\gamma x)\). One electron moves in

\[
v(x)=\tfrac12kx^2+A\,e^{-(x-x_0)^2/2w^2},
\]

with \(k=4\) eV/Å\(^2\), \(A=6\) eV, \(x_0=0.5\) Å and \(w=0.6\) Å. The off-centre bump makes the density asymmetric about its mean; in the harmonic trap alone the xc force would vanish by symmetry and test nothing. The external and mean-field forces are nonzero because of the drive. The mode has \(\omega=4\) eV, \(\lambda=0.8\) eV\(^{1/2}\)/Å (0.0812 atomic units) and \(f=0.5\) eV\(^{1/2}\). This coupling is chosen large to make the terms visible. With \(\lambda^2=4\pi/V\) in atomic units it corresponds to a mode volume of about 0.3 nm\(^3\), whereas a volume of half a wavelength cubed at 4 eV gives \(\lambda\approx2\times10^{-5}\) atomic units. The energies and forces below are model values, not estimates for an ordinary optical cavity. The coupled ground state was found by Lanczos diagonalization on a sinc grid of spacing 0.2 Å with 16 photon number states. The orbital \(\sqrt n\) gives \(T_s\) and, by inversion of its Schrödinger equation, \(v_s\); subtracting \(v\) and \(v_M\) leaves \(v_{ep}\).

The mean position is \(D=-0.5991\) Å. The photon equation requires \(\omega Q=\lambda D-f=-0.4793-0.5=-0.9793\) eV\(^{1/2}\), which is the value found in the ground state. The integrals \(\int n\,v'\,dx\) are \(-0.4000\) eV/Å for the external potential, equal to \(-\lambda f\), and \(+0.4000\) eV/Å for the mean field. For xc the result is \(5\times10^{-11}\) eV/Å, numerical zero on that scale. The inverted \(v_s\) has \(\int n\,v_s'\,dx=0\) for any density, so this zero restates the cancellation of the external and mean-field integrals.

The electron-photon energy is \(E_{ep}=0.1256\) eV (0.00461 hartree). Removing the drive while adding \(\lambda fx\) to \(v\) keeps the density and changes \(\omega Q\) to \(-0.4793\) eV\(^{1/2}\); \(E_{ep}\) stays at 0.1256 eV, as its independence of \(Q\) demands.

The position variance is 0.6840 Å\(^2\), so \(E_{var}=\frac12(0.8)^2(0.6840)=0.2189\) eV, 74% above \(E_{ep}\). The other bound, with \(\omega=0.147\) hartree, is \((0.0812)^2/(4\times0.147)=0.0112\) hartree, or 0.305 eV, and is weaker here. The bare self-energy has the force integral \(\lambda^2D=0.64\times(-0.5991)=-0.383\) eV/Å, nearly as large in magnitude as the true external one. With this origin, its error is not a small correction.

For \(\gamma=1.5\) the scaled problem has \(\omega=9\) eV, \(\lambda=1.8\) eV\(^{1/2}\)/Å, \(f=0.75\) eV\(^{1/2}\) and potential \(2.25\,v(1.5x)\). Solved on the same grid, without shrinking its spacing, it gives 0.2825 eV, in agreement with \(2.25\times0.12555\) eV. The potential follows point by point. Relative to the origin, \(v_{ep}\) is 0.449 eV at \(x=1.8\) Å; in the scaled system it is 1.010 eV at 1.2 Å, and \(2.25\times0.449=1.010\).

For two electrons in a singlet, the repulsion is softened to \(s/\sqrt{(x_1-x_2)^2+b^2}\) in atomic units, with \(b=1\) Å. Scaling requires \(s\to\gamma s\) and \(b\to b/\gamma\). With grid spacing 0.3 Å and 12 photon states, the external and mean-field integrals are \(-0.800\) and \(+0.800\) eV/Å, twice the one-electron values, and the xc integral is \(-2\times10^{-7}\) eV/Å. The total xc energy changes from \(-9.995\) to \(-22.489\) eV, a factor of 2.25.

To see the role of the Coulomb strength, the undriven two-electron density at \(s=1\) was held fixed while \(s\) was changed. The functional at each strength was found by maximizing \(E[v]-\int vn\) over \(v\), on a coarser grid of spacing 0.6 Å with 8 photon states. On this grid \(E_{ep}=0.2687\) eV at \(s=1\) and 0.2825 eV at \(s=1/\gamma\), a rise of 5%. The scaled density at \(s=1\), with softening length \(b/\gamma\), therefore has \(E_{ep}=2.25\times0.2825=0.636\) eV. Ignoring the change of Coulomb strength would predict \(2.25\times0.2687=0.605\) eV, 5% too low relative to the former value.

## Using the conditions in a code

Evaluate the integral \(\int n\nabla v_{ep}\,d^3r\), which is minus the force, as \(-\int v_{ep}\nabla n\,d^3r\); this avoids differentiating a potential that may be noisy in the density tail. Use a density without inversion symmetry, placed so that \(\boldsymbol\lambda\cdot\mathbf D\neq0\); the bare self-energy passes whenever \(\boldsymbol\lambda\cdot\mathbf D=0\), as it does for a symmetric density centred at the origin. Compare the residual with \(|\boldsymbol\lambda(\boldsymbol\lambda\cdot\mathbf D)|\), and make sure the density is negligible at the box edge, since the surface term was dropped.

For scaling, evaluate the functional on \(n\) and \(n_\gamma\) with the parameters changed as above. A functional written only for \(s=1\) may hide the Coulomb strength in its numerical constants. Restore \(s\) in those constants before testing: for interacting electrons even the exact functional fails in general if the Coulomb strength is left at \(s=1\). In the two-electron example, where the softening length was scaled as well, the mismatch is 5%. If the approximation truly does not depend on \(s\), the test reduces to scaling \(\lambda\) and \(\omega\); passing it then shows consistency of the form, but the dependence on Coulomb strength is missing.

The zero-force derivation relies on the dipole approximation. If the mode amplitude varies across the molecule, moving the density changes its coupling, and the translation argument no longer applies. Functionals with memory are also outside this static derivation.

All numerical values are calculated from the stated model.
